# Second-order spin-orbit coupling in p³ and the g-factor of bismuth

## Problem

Three equivalent electrons occupy a p shell outside closed shells. All six spin-orbitals share one radial function, and no other configuration is admitted. The Hamiltonian of the shell is

$$H=\sum_{i<j}\frac{1}{r_{ij}}+H_{so},\qquad H_{so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i,\qquad \zeta>0,$$

in atomic units, with angular momenta in units of $\hbar$.

(a) Show that $H_{so}$ has no matrix elements within any term of p³.

(b) Find the lowering of the $J=3/2$ ground level to second order in $\zeta$.

(c) Find its g-factor to the same order.

(d) Evaluate both for bismuth, 6p³, and judge them against the full $J=3/2$ matrix of this model.

**Data for (d).** The parameters come from a four-component Dirac–Kohn–Sham calculation of the neutral, spherically averaged atom. It uses a point nucleus and the local exchange potential $-(3n/\pi)^{1/3}$, where $n$ is the electron density, and no correlation. The radial equations were solved self-consistently in a basis of Gaussian functions. The three 6p electrons were spread evenly over the six spinors, one in $6p_{1/2}$ and two in $6p_{3/2}$. The eigenvalues are

$$\varepsilon_{1/2}=-41811\ \text{cm}^{-1},\qquad \varepsilon_{3/2}=-26554\ \text{cm}^{-1}.$$

For one electron $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$, which is $\tfrac12$ for $p_{3/2}$ and $-1$ for $p_{1/2}$. The splitting is therefore $\tfrac32\zeta$, and

$$\zeta=\tfrac23(41811-26554)=10171\ \text{cm}^{-1}.$$

The repulsion enters through the Slater integral

$$F^2=\int_0^\infty\!\!\int_0^\infty D(r)D(r')\,\frac{r_<^2}{r_>^3}\,dr\,dr' ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. With $D=\tfrac13D_{1/2}+\tfrac23D_{3/2}$, the mean normalized radial density of the two 6p spinors, numerical integration gives $F^2=33298$ cm⁻¹. A denser and more diffuse basis changes $\zeta$ and $F^2$ by about 1 cm⁻¹.

## First estimate by scaling

Apart from a constant common to all states, $H$ contains two energies, $F^2$ and $\zeta$. The ground energy must then have the form $F^2\varphi(\zeta/F^2)$. By Hund's rule the ground term at small $\zeta$ is ⁴S. It has $L=0$, so it offers no orbital moment for the spin to couple to, and the linear term of $\varphi$ is absent. The first possible change is quadratic. With all unknown numerical factors set to one,

$$\text{lowering}\sim\frac{\zeta^2}{F^2}=\frac{10171^2}{33298}\approx3100\ \text{cm}^{-1}.$$

The weight of admixed states is of order $(\zeta/F^2)^2\approx0.09$. These states carry orbital moment, whose g-factor is 1 instead of the 2 of spin. The g-factor should then drop by about 0.09, to roughly 1.9.

The estimate assumes $\zeta\ll F^2$. In the opposite limit the repulsion drops out and the lowering must grow as $\zeta$. Here $\zeta/F^2\approx0.31$, so the unknown factors decide how well the quadratic law holds.

## Solution

### The terms

Write a determinant by its occupied $m_l$ values, with the spin as superscript. With $M_S=3/2$ there is one determinant, $|1^+0^+{-1}^+|$, with $M_L=0$. It belongs to ⁴S. With $M_S=1/2$ the determinants of non-negative $M_L$ are:

- $M_L=2$: $|1^+1^-0^+|$;
- $M_L=1$: $|1^+1^-{-1}^+|$ and $|1^+0^+0^-|$;
- $M_L=0$: three determinants.

The first line starts a ²D term. The second has one state more, which starts a ²P term. The third has one more again, which is the $M_S=1/2$ member of ⁴S. The terms ⁴S, ²D and ²P have $4+10+6=20$ states, the number of ways to put three electrons in six spin-orbitals. Each term occurs once.

### (a) No coupling within a term

The operators $\sum_i l_{a,i}s_{b,i}$ form a vector in the index $a$ under orbital rotations and a vector in $b$ under spin rotations. By the Wigner–Eckart theorem their matrix elements within one term are proportional to those of $L_aS_b$. Hence, within a term, $H_{so}=A\,\mathbf L\cdot\mathbf S$ with one constant $A$ per term.

For ⁴S, $L=0$ and the operator vanishes.

For ²D, use the stretched state $|1^+1^-0^+|$. The ladder parts of $\mathbf l\cdot\mathbf s$ change $m_l$ and $m_s$, so the diagonal element is

$$\zeta\sum m_lm_s=\zeta\left(\tfrac12-\tfrac12+0\right)=0 .$$

It must equal $A(^2D)M_LM_S=A(^2D)\cdot2\cdot\tfrac12$, so $A(^2D)=0$.

For ²P, use the two determinants with $M_L=1$, $M_S=\tfrac12$. Their diagonal elements are

$$|1^+1^-{-1}^+|:\ \zeta\left(\tfrac12-\tfrac12-\tfrac12\right)=-\tfrac12\zeta,\qquad |1^+0^+0^-|:\ \zeta\left(\tfrac12+0+0\right)=+\tfrac12\zeta .$$

The same two-dimensional space is spanned by one ²D and one ²P state. A trace does not depend on the basis, so

$$\tfrac12A(^2D)+\tfrac12A(^2P)=-\tfrac12\zeta+\tfrac12\zeta=0 .$$

Since $A(^2D)=0$, also $A(^2P)=0$. This proves (a).

The neighbouring configurations show the part played by half filling. In p² the stretched ³P state $|1^+0^+|$ gives $A=\tfrac12\zeta$. In p⁴ the stretched state $|1^+1^-0^+{-1}^+|$ gives $A=-\tfrac12\zeta$. The half-filled shell lies where the sign changes. The result concerns elements inside a term; those between terms survive and produce the effects below.

### The term energies

The expansion of $1/r_{12}$ contains $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, and between p functions $k=0$ and $k=2$ contribute. The $k=0$ part is the same for all states of p³ and is dropped. For $k=2$ the direct and exchange integrals of two orbitals are

$$J(m,m')=F^2\langle m|C_{20}|m\rangle\langle m'|C_{20}|m'\rangle,\qquad K(m,m')=F^2\left|\langle m|C_{2,m-m'}|m'\rangle\right|^2 .$$

For $m=0$ the angular density is proportional to $\cos^2\theta$, so $\langle\cos^2\theta\rangle=\tfrac35$ and $\langle C_{20}\rangle=\tfrac12(3\cdot\tfrac35-1)=\tfrac25$. The three densities add up to a sphere, so the three averages add up to zero, and $m=\pm1$ each have $-\tfrac15$.

For exchange, insert the spherical harmonics and put $u=\cos\theta$. Up to sign,

$$\langle1|C_{21}|0\rangle=\sqrt{\tfrac32}\,\frac{3}{2\sqrt2}\int_{-1}^{1}(1-u^2)u^2\,du=\frac{3\sqrt3}{4}\cdot\frac4{15}=\frac{\sqrt3}{5},$$

$$\langle1|C_{22}|{-1}\rangle=\sqrt{\tfrac38}\,\frac34\int_{-1}^{1}(1-u^2)^2\,du=\sqrt{\tfrac38}\,\frac34\cdot\frac{16}{15}=\frac{\sqrt6}{5}.$$

In units of $F_2=F^2/25$ the integrals are therefore

$$J(0,0)=4,\quad J(\pm1,0)=-2,\quad J(\pm1,\pm1)=J(1,-1)=1,\quad K(\pm1,0)=3,\quad K(1,-1)=6 .$$

A determinant has the energy $\sum J$ over all pairs minus $\sum K$ over pairs of parallel spin:

- $|1^+0^+{-1}^+|$: $(-2-2+1)-(3+3+6)=-15$;
- $|1^+1^-0^+|$: $(1-2-2)-3=-6$;
- $|1^+1^-{-1}^+|$: $(1+1+1)-6=-3$;
- $|1^+0^+0^-|$: $(-2-2+4)-3=-3$.

The first two are the energies of ⁴S and ²D. The last two add up to $E(^2D)+E(^2P)=-6$, so $E(^2P)=0$. Measured from ⁴S, the terms lie at

$$\Delta_D=9F_2=\tfrac{9}{25}F^2,\qquad \Delta=15F_2=\tfrac35F^2$$

for ²D and ²P respectively.

### The couplings between terms

$H$ conserves $J$ and $M_J$. ⁴S gives $J=3/2$, ²D gives $3/2$ and $5/2$, and ²P gives $1/2$ and $3/2$. The $J=3/2$ problem is thus a $3\times3$ matrix. The levels ²D₅/₂ and ²P₁/₂ have no partner of equal $J$, and by (a) no diagonal shift, so they stay at $\Delta_D$ and $\Delta$.

Apply

$$H_{so}=\zeta\sum_i\left[l_zs_z+\tfrac12(l_+s_-+l_-s_+)\right]_i$$

to the ⁴S state with $M_J=3/2$, $|1^+0^+{-1}^+|$. The $l_zs_z$ part gives $\tfrac12(1+0-1)=0$, and $s_+$ annihilates every up spin. What remains is $l_+s_-$, with $l_+|1\rangle=0$, $l_+|0\rangle=\sqrt2|1\rangle$ and $l_+|{-1}\rangle=\sqrt2|0\rangle$:

$$H_{so}|1^+0^+{-1}^+|=\frac{\zeta}{\sqrt2}\Big(|1^+1^-{-1}^+|+|1^+0^+0^-|\Big).$$

To identify this state, raise it with $L_+$. The first determinant gives $\sqrt2|1^+1^-0^+|$. In the second, raising $0^+$ would occupy $1^+$ twice and gives zero, while raising $0^-$ gives $\sqrt2|1^+0^+1^-|=-\sqrt2|1^+1^-0^+|$, the sign coming from the exchange of two columns. The sum is zero. A state with $M_L=1$ that $L_+$ annihilates has $L=1$, so this is pure ²P with $M_J=3/2$ and $J=3/2$. Its norm is $\zeta\sqrt{\tfrac12+\tfrac12}=\zeta$. With a suitable phase of the ²P state,

$$\langle{}^2P_{3/2}|H_{so}|{}^4S_{3/2}\rangle=\zeta,\qquad \langle{}^2D_{3/2}|H_{so}|{}^4S_{3/2}\rangle=0 .$$

Call the last element, between ²D₃/₂ and ²P₃/₂, $b\zeta$. It follows from the case without repulsion, where the states are built from $p_{1/2}$ and $p_{3/2}$ electrons of energy $-\zeta$ and $\tfrac12\zeta$. The value $J=3/2$ occurs once in each of

$$p_{3/2}^3:\ \tfrac32\zeta,\qquad p_{1/2}p_{3/2}^2:\ 0,\qquad p_{1/2}^2p_{3/2}:\ -\tfrac32\zeta .$$

The trace of $H_{so}^2$ is therefore $\tfrac92\zeta^2$. In the term basis it is the sum of the squares of all elements, $2(1+b^2)\zeta^2$. Hence $b^2=\tfrac54$, and a phase choice makes $b=\tfrac{\sqrt5}{2}$.

### (b) The lowering

In the order ⁴S, ²P, ²D the matrix is

$$\begin{pmatrix}0&\zeta&0\\ \zeta&\Delta&b\zeta\\ 0&b\zeta&\Delta_D\end{pmatrix}.$$

Second-order perturbation theory has one intermediate state:

$$\boxed{E^{(2)}=-\frac{\zeta^2}{\Delta}=-\frac{\zeta^2}{15F_2}}$$

To see when this suffices, let $(s,p,d)$ be the eigenvector. The first and third rows give

$$s=\frac{\zeta p}{E},\qquad d=\frac{b\zeta p}{E-\Delta_D}.$$

The middle row, $\zeta s+b\zeta d=(E-\Delta)p$, then becomes

$$E=\frac{\zeta^2}{E-\Delta-\dfrac{5}{4}\dfrac{\zeta^2}{E-\Delta_D}} .\tag{1}$$

Set $x=\zeta/\Delta$ and $e=E/\Delta$, with $\Delta_D/\Delta=\tfrac35$. To lowest order $e=-x^2$. Put this into the denominator and keep terms up to $x^2$:

$$e-1-\frac54\frac{x^2}{e-\frac35}\approx-1-x^2+\frac{25}{12}x^2=-1+\frac{13}{12}x^2 .$$

Therefore

$$E=-\Delta\left(x^2+\tfrac{13}{12}x^4+\dots\right).\tag{2}$$

Second order requires $\tfrac{13}{12}x^2\ll1$. Equation (1) contains $\zeta$ only as $\zeta^2$, so in this model the lowering does not depend on the sign of $\zeta$.

### (c) The g-factor

The magnetic moment operator is proportional to $\mathbf L+g_s\mathbf S$, with $g_s=2.0023$. Neither $\mathbf L$ nor $\mathbf S$ connects different terms, so $g$ is the average of the term values with weights $w$. Within a level, the projection of $\mathbf L$ and $\mathbf S$ on $\mathbf J$ gives

$$g=\frac{\langle\mathbf L\cdot\mathbf J\rangle+g_s\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)},\qquad \mathbf L\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf L^2-\mathbf S^2),\quad \mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2).$$

With $J(J+1)=\tfrac{15}4$:

- ⁴S: $\mathbf L=0$, so $g=g_s$;
- ²P: the products are $\tfrac52$ and $\tfrac54$, so $g=(2+g_s)/3=1.3341$;
- ²D: the products are $\tfrac92$ and $-\tfrac34$, so $g=(6-g_s)/5=0.7995$.

The eigenvector gives the ratios of the weights, since $p=Es/\zeta$ and $d=bEs/(E-\Delta_D)$:

$$w_S:w_P:w_D=1:\frac{E^2}{\zeta^2}:\frac54\frac{E^2}{(E-\Delta_D)^2}.\tag{3}$$

For small $x$, $E\approx-x\zeta$. Then $w_P\approx x^2$, while $w_D\approx\tfrac54x^4/(\tfrac35)^2=\tfrac{125}{36}x^4$ is of higher order. The ground level reaches ²D through ²P, in two steps. To order $x^2$,

$$\boxed{g=g_s-x^2\left(g_s-\frac{2+g_s}{3}\right)=g_s-\frac23(g_s-1)x^2}$$

In the opposite limit, $\Delta,\Delta_D\to0$ and $E=-\tfrac32\zeta$. The ratios (3) become $1:\tfrac94:\tfrac54$, so the weights are $\tfrac29,\tfrac12,\tfrac5{18}$, and

$$g=\tfrac29g_s+\tfrac16(2+g_s)+\tfrac1{18}(6-g_s)=\tfrac13(2+g_s).$$

This is the value of a single $p_{3/2}$ electron, as expected for $p_{1/2}^2p_{3/2}$, where the $p_{1/2}$ pair has no moment.

### (d) Bismuth

The data give $F_2=33298/25=1331.9$ cm⁻¹, $\Delta=19979$ cm⁻¹, $\Delta_D=11987$ cm⁻¹ and

$$x=\frac{10171}{19979}=0.509,\qquad x^2=0.259 .$$

To second order,

$$\frac{\zeta^2}{\Delta}=5178\ \text{cm}^{-1}=0.642\ \text{eV},\qquad g=2.0023-0.6682\times0.2592=1.829 .$$

Numerical diagonalization gives the lowest root $E=-5653$ cm⁻¹, a lowering of 0.701 eV. Inserted on the right of (1), with $E-\Delta_D=-17640$ cm⁻¹, it reproduces itself:

$$\frac{10171^2}{-5653-19979+\frac54\cdot10171^2/17640}=\frac{10171^2}{-18301}\approx-5653\ \text{cm}^{-1}.$$

The ratios (3) are $1:0.309:0.128$. Divided by their sum they give $w_S=0.696$, $w_P=0.215$, $w_D=0.089$, and

$$g=0.6958\times2.0023+0.2149\times1.3341+0.0893\times0.7995=1.751 .$$

The other levels of the model lie above the ground level by 12869 ($J=3/2$), 17640 ($J=5/2$), 25632 ($J=1/2$) and 36057 cm⁻¹ ($J=3/2$).

## Comparison

| | lowering, cm⁻¹ | $g$ |
|---|---|---|
| scaling | 3100 | 1.9 |
| second order | 5178 | 1.83 |
| full matrix | 5653 | 1.75 |

The scaling estimate has the right dependence on $\zeta$ and $F^2$ at weak coupling. Its lowering is smaller than the second-order one by the factor $\tfrac35$, because the gap to ²P is $\tfrac35F^2$ and not $F^2$. The admixture contains the square of the gap, so there the estimate is smaller than the second-order value by the factor $\tfrac9{25}$.

Second order falls short of the full lowering by 8 % of the latter. This does not mean that the series has settled. The next term of (2) adds $\tfrac{13}{12}\Delta x^4=1454$ cm⁻¹, and the sum, 6632 cm⁻¹, overshoots the full result by 17 %. Further terms do not repair this. The root of (1) has branch points at complex $x$ with $|x|\approx0.47$, so the series (2) diverges at $x=0.509$. At $x\approx0.5$ the matrix should be diagonalized.

The g-factor shows the failure more clearly. Second order predicts a drop from $g_s$ of 0.173, against 0.251 from the full matrix. Of the latter, ²P contributes $0.2149\times0.6682=0.144$ and ²D contributes $0.0893\times(2.0023-0.7995)=0.107$. The ²P part is somewhat below its second-order value. The shortfall comes from ²D, which second order omits altogether: its weight is small, but its g-factor lies far from that of ⁴S.

The full matrix is exact only for the model with these parameters. The Slater integral was taken from unscreened repulsion within one configuration. If correlation weakens the effective repulsion, $x$ grows. As a trial, reducing $F^2$ by a round 20 % gives $x=0.636$, a lowering of 6887 cm⁻¹ and $g=1.66$. The measured g-factor is roughly 1.6, on the side to which this change leads, but that does not establish the size of the screening.

The common radial function is also approximate. The normalized large components of $6p_{1/2}$ and $6p_{3/2}$ overlap by 0.974. Replacing the two mean densities in $F^2$ by one of each spinor gives 33725 cm⁻¹, and by two of $6p_{3/2}$ gives 31772 cm⁻¹. The integral is bilinear and symmetric in the two densities, so the mean-density value is $\tfrac19$ of the value for two $6p_{1/2}$ densities plus $\tfrac49$ of each of these two. Two $6p_{1/2}$ densities therefore give $9\cdot33298-4\cdot33725-4\cdot31772\approx37700$ cm⁻¹. The three choices span about 18 % of the mean-density value 33298 cm⁻¹. This span shows how strongly the integral depends on the radial function; it is not an error bound. The density of an electron with $j=\tfrac12$ has no $k=2$ part. With separate radial functions, therefore, only the integral with two $6p_{3/2}$ densities would remain of these three, joined by integrals that contain products of the $6p_{1/2}$ and $6p_{3/2}$ functions. The $k=0$ part would also cease to be the same for all states: the monopole integrals for the pairs $(\tfrac12,\tfrac12)$, $(\tfrac12,\tfrac32)$ and $(\tfrac32,\tfrac32)$ are about 71570, 65520 and 60880 cm⁻¹, and their second difference, about 1400 cm⁻¹, cannot be absorbed into $\zeta$. The parameters also depend on the occupation assumed in the atom. With two electrons in $6p_{1/2}$ and one in $6p_{3/2}$ they become $\zeta\approx9730$ and $F^2\approx32530$ cm⁻¹, which gives a lowering of about 5300 cm⁻¹ and $g=1.76$. Mixing with other configurations, the Breit interaction, the size of the nucleus and relativistic corrections to the magnetic operator are left out as well. The value $g\approx1.75$ is therefore a model result. Over the three choices of $F^2$ the full matrix gives $g$ between 1.73 and 1.80, and the trial reduction by 20 % lowers it to 1.66.
